# Exact Stark coefficients of hydrogen 1s from moment recurrences

In a static field of 0.03 atomic units, the perturbation series for the hydrogen 1s level behaves strangely. Summed through \(F^6\), it misses the position of the level by about \(7\times10^{-7}\,e^2/a_0\). Summed through \(F^{22}\), it misses by \(4\times10^{-9}\,e^2/a_0\). Summed through \(F^{40}\), it misses by \(2.7\times10^{-6}\,e^2/a_0\), which is worse than the sum through \(F^6\). Rounding is not to blame, since the coefficients were computed as exact fractions. To see where such behaviour comes from, one needs many coefficients and a way of generating them that is free of numerical error.

## The problem and the direct attack

Take a nucleus at rest, without spin or relativity. The electron has charge \(-e\), and a field \(F\) along \(+z\) gives it the potential energy \(+eFz\). In Gaussian units

\[
H=\frac{p^2}{2m}-\frac{e^2}{r}+eFz,\qquad a_0=\frac{\hbar^2}{me^2}.
\]

With the dimensionless field \(\phi=Fa_0^2/e\), we look for the coefficients in

\[
E=\frac{e^2}{a_0}\sum_{n\ge0}\varepsilon_{2n}\,\phi^{2n}.
\]

Odd powers are absent because the reflection \(z\to-z\) turns \(F\) into \(-F\) and leaves the nondegenerate 1s level where it was.

The first idea is the sum over unperturbed states. The bound states alone are not complete, so already the second order contains an integral over the continuum, and higher orders contain nested ones. That makes it an awkward route to exact fractions.

The second idea is to solve for the corrections to the wave function. In spherical coordinates they are \(e^{-r/a_0}\) times polynomials in \(r\) and Legendre polynomials in \(\cos\theta\). This works with fractions, but each factor \(z\) couples \(l\) to \(l\pm1\), so the number of polynomial coefficients at order \(n\) grows like \(n^2\), and all earlier orders must be kept. We carry a whole function in order to extract one number from it.

The third idea is to keep a few averages instead of the function. For an ordinary differential equation whose coefficients are sums of powers of the variable, averages of powers obey recurrences among themselves. The spherical problem is not an ordinary differential equation, because the field mixes \(r\) and \(\theta\). Separation is not indispensable: the overlaps of \(\psi\) with \(r^jz^ke^{-r/a_0}\) also obey a closed recurrence, but one with two indices. For a recurrence in a single index we look for coordinates in which the problem separates with the field present.

## Separation, and a second obstacle

Let \(\xi=r+z\) and \(\eta=r-z\). Then \(r=(\xi+\eta)/2\) and \(z=(\xi-\eta)/2\). With \(\nabla r=\hat r\) and \(\hat r\cdot\hat z=z/r\),

\[
|\nabla\xi|^2=2+\frac{2z}{r}=\frac{2\xi}{r},\quad
|\nabla\eta|^2=\frac{2\eta}{r},\quad
\nabla\xi\cdot\nabla\eta=1-1=0,
\]

and \(\nabla^2\xi=\nabla^2\eta=2/r\). The chain rule for an axially symmetric function gives

\[
\nabla^2\psi=\frac2r\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].
\]

Insert this in \(H\psi=E\psi\) and multiply by \(-mr/\hbar^2\). Since \(rz=(\xi^2-\eta^2)/4\),

\[
\partial_\xi(\xi\partial_\xi\psi)+\partial_\eta(\eta\partial_\eta\psi)
+\left[\frac1{a_0}+\frac{mE}{2\hbar^2}(\xi+\eta)-\frac{meF}{4\hbar^2}(\xi^2-\eta^2)\right]\psi=0 .
\]

For \(\psi=f(\xi)h(\eta)\), division by \(\psi\) leaves a function of \(\xi\) plus a function of \(\eta\), so each is constant. Splitting \(1/a_0=\beta_1+\beta_2\), we have

\[
(\xi f')'+\left[\beta_1+\frac{mE}{2\hbar^2}\xi-\frac{meF}{4\hbar^2}\xi^2\right]f=0,
\]

and the same for \(h\) with \(\beta_2\) and \(F\to-F\).

Now \(\beta_1\) is the eigenvalue and \(E\) is a parameter that itself changes with \(F\). Differentiating \(\beta_1\) along the true level would give

\[
\frac{d\beta_1}{dF}=\frac{me}{4\hbar^2}\langle\xi^2\rangle-\frac{m}{2\hbar^2}\frac{dE}{dF}\langle\xi\rangle,
\]

so the unknown \(dE/dF\) enters, and the two coordinates must be matched at every order. This can be done, but the bookkeeping comes from a poor choice of length unit. Let the energy set the unit instead:

\[
E=-\frac{\hbar^2\kappa^2}{2m},\qquad y=\kappa\xi\ \text{ or }\ \kappa\eta .
\]

Then \((\xi f')'\) becomes \(\kappa(yf')'\), with primes now meaning \(d/dy\). Division by \(\kappa\) gives one equation for both coordinates,

\[
(yf')'+\left(b-\frac y4-g y^2\right)f=0,
\]

with \(g=+G\) for \(\xi\) and \(g=-G\) for \(\eta\), where

\[
G=\frac{meF}{4\hbar^2\kappa^3},\qquad b(G)+b(-G)=\frac1{\kappa a_0}.
\]

The energy has disappeared from the differential equation. It returns at the end through the last relation.

At zero field \(\psi\propto e^{-r/a_0}=e^{-(\xi+\eta)/2a_0}\), so both factors are \(e^{-y/2}\). For this function \((yf')'=(-\tfrac12+\tfrac y4)f\), hence \(b=\tfrac12\) in each coordinate. Then \(\kappa=1/a_0\) and \(E=-e^2/2a_0\), as required. Because both factors start from the same function, a single series \(b(g)=\sum_n b_ng^n\) with \(b_0=\tfrac12\) serves for both.

## What the series means when no bound state exists

For \(g>0\) the term \(gy^2\) confines the electron. For \(g<0\) it eventually overcomes \(y/4\), and the electron can escape towards large \(\eta\), that is, towards negative \(z\), where the force \(-eF\) drives it. The atom then has no bound state. In the separated equation this shows up in a particular way: for every real \(b\), the solution regular at the origin oscillates at large \(y\) with an amplitude falling as \(y^{-3/4}\). The integral of \(f^2\) still converges, but that of \(yf^2\) does not. No value of \(b\) is singled out, and the averages of \(y\) and its higher powers have no direct meaning.

The expansion coefficients remain well defined. Put \(f=e^{-y/2}\sum_n g^np_n(y)\) with \(p_0=1\). Carrying out the derivatives and collecting \(g^n\),

\[
yp_n''+(1-y)p_n'=y^2p_{n-1}-\sum_{j=1}^{n}b_jp_{n-j}.
\]

The left side turns \(y^k\) into \(k^2y^{k-1}-ky^k\). If the right side is a polynomial, the coefficients of \(p_n\) therefore follow from the highest power downwards, and the constant term fixes \(b_n\). By induction every \(p_n\) is a polynomial, with its free constant set by normalization. All integrals below exist order by order in \(g\), and the signs \(g=\pm G\) may be inserted in the finished coefficients.

## A relation among moments

Define \(M_k=\int_0^\infty y^kf^2\,dy\), normalized to \(M_0=1\). We want a relation that contains no derivatives of \(f\). The first derivative in \((yf')'\) is removed by \(u=\sqrt y\,f\). From \(f=y^{-1/2}u\),

\[
yf'=y^{1/2}u'-\tfrac12y^{-1/2}u,\qquad
(yf')'=\sqrt y\left(u''+\frac{u}{4y^2}\right),
\]

because the two terms in \(u'\) cancel. Dividing the equation by \(\sqrt y\) gives

\[
u''+Wu=0,\qquad W=\frac by-\frac14-gy+\frac1{4y^2}.
\]

For any smooth weight \(w(y)\), consider

\[
D=w\,u'^2-w'uu'+\left(\tfrac12w''+wW\right)u^2 .
\]

In \(D'\) the terms \(w'u'^2\) cancel, as do \(w''uu'\). With \(u''=-Wu\), the term \(2wu'u''\) cancels \(2wWuu'\), and \(-w'uu''\) becomes \(w'Wu^2\). What remains is

\[
D'=\left(\tfrac12w'''+2w'W+wW'\right)u^2 .
\]

Choose \(w=y^{k+1}\), \(k\ge0\). The powers in the bracket have these coefficients:

- \(y^{k-2}\): \(\tfrac12(k+1)k(k-1)+\tfrac12(k+1)-\tfrac12=\tfrac12k^3\)
- \(y^{k-1}\): \(2(k+1)b-b=(2k+1)b\)
- \(y^{k}\): \(-\tfrac12(k+1)\)
- \(y^{k+1}\): \(-2(k+1)g-g=-(2k+3)g\)

At infinity \(D\) vanishes through the exponential. At the origin the case \(k=0\) needs care. There \(u\approx f(0)\sqrt y\), and the three surviving parts of \(D\) are \(\tfrac14f(0)^2\), \(-\tfrac12f(0)^2\) and \(\tfrac14f(0)^2\), whose sum is zero. For \(k\ge1\) there is an extra factor \(y^k\), so each part vanishes. Since \(u^2=yf^2\), integration yields the hypervirial relation

\[
\frac{k^3}{2}M_{k-1}+(2k+1)\,b\,M_k-\frac{k+1}{2}M_{k+1}-(2k+3)\,g\,M_{k+2}=0 .
\]

For \(k=0\) the first term is absent. At finite \(g>0\), where a true bound state exists, this relation was tested by diagonalization.

## The missing equation

Order by order in \(g\), the hypervirial relation determines the moments once the coefficients of \(b\) are known, but it does not determine \(b\). The eigenvalue's response to \(g\) supplies the rest. Write the equation as \(Af=bf\) with

\[
Af=-(yf')'+\left(\frac y4+gy^2\right)f .
\]

\(A\) is symmetric, because the boundary term \(y(f_1f_2'-f_1'f_2)\) vanishes at both ends. Differentiating \(b=\int fAf\,dy\) gives

\[
\frac{db}{dg}=\int y^2f^2\,dy+2b\int f\,\frac{\partial f}{\partial g}\,dy=M_2,
\]

since the second integral is half the derivative of \(M_0=1\). This is the Hellmann-Feynman theorem for \(b\). It has one term because \(\kappa\) was scaled out.

Let \(M_k^{(n)}\) be the coefficient of \(g^n\) in \(M_k\). Normalization means \(M_0^{(0)}=1\) and \(M_0^{(n)}=0\) for \(n>0\). The two relations become

\[
M_{k+1}^{(n)}=\frac2{k+1}\left[\frac{k^3}{2}M_{k-1}^{(n)}+(2k+1)\sum_{j=0}^{n}b_jM_k^{(n-j)}-(2k+3)M_{k+2}^{(n-1)}\right],
\]

\[
b_{n+1}=\frac{M_2^{(n)}}{n+1}.
\]

The last moment in the bracket has a higher index \(k\), which might seem to spoil the recursion, but it belongs to the previous order. To obtain \(b_N\) we need \(M_2^{(N-1)}\), which needs \(M_3^{(N-2)}\), and so on back to \(M_{N+1}^{(0)}\). Row \(n\) therefore ends at \(M_{N+1-n}^{(n)}\), and the triangular table closes.

## The table by hand

At order zero the weight is \(e^{-y}\), and the recurrence reproduces \(M_k^{(0)}=k!\), that is \(1,1,2,6,24,120\) for \(k=0,\dots,5\). Hence \(b_1=M_2^{(0)}=2\).

At first order,

\[
M_1^{(1)}=2\,[2-3\cdot2]=-8,
\]
\[
M_2^{(1)}=3\left[\tfrac12(-8)+2\cdot1\right]-5\cdot6=-36,
\]

so \(b_2=-18\). Two more entries are needed later:

\[
M_3^{(1)}=\tfrac23\left[4(-8)+5(-18+4)-7\cdot24\right]=-180,
\]
\[
M_4^{(1)}=\tfrac12\left[\tfrac{27}{2}(-36)+7(-90+12)-9\cdot120\right]=-1056 .
\]

At second order,

\[
M_1^{(2)}=2\,[-18-3(-36)]=180,
\]
\[
M_2^{(2)}=3\,[90-16-18]-5(-180)=1068,
\]
\[
M_3^{(2)}=\tfrac23\left[4\cdot180+5(534-72-36)-7(-1056)\right]=6828,
\]

and \(b_3=1068/3=356\). At third order,

\[
M_1^{(3)}=2\,[356-3\cdot1068]=-5696,
\]
\[
M_2^{(3)}=3\,[-2848+360+144+356]-5\cdot6828=-40104,
\]

which gives \(b_4=-10026\).

The signs have a simple reading. On the uphill side \(b\) rises by \(2G\), and on the downhill side it falls by \(2G\), so the linear effect cancels. The quadratic terms add to \(-36G^2\). Then \(1/(\kappa a_0)\) drops below 1, \(\kappa\) grows, and the level moves down.

## Returning to the energy without nested substitutions

Let \(q=\kappa a_0\). Since \(me/\hbar^2=1/(ea_0)\), the coupling is \(G=\phi/(4q^3)\). Define

\[
t=\frac{\phi^2}{q^6},\qquad G^2=\frac t{16},\qquad B(t)=2\sum_{j\ge0}b_{2j}\left(\frac t{16}\right)^j .
\]

Odd powers cancel in \(b(G)+b(-G)\), so the matching condition is \(q=1/B(t)\). With \(\hbar^2/(ma_0^2)=e^2/a_0\),

\[
\varepsilon\equiv\frac{E}{e^2/a_0}=-\frac1{2B^2},\qquad \phi^2=tB^{-6}.
\]

The energy is now known as a function of \(t\), while we want it as a function of \(\phi^2\). Substituting one series repeatedly into the other would work, but it mixes all orders. A change of variable in a residue does the inversion in one step.

Let \(s=\phi^2\). The coefficient of \(s^{n-1}\) in \(d\varepsilon/ds\) is \(n\varepsilon_{2n}\), and it is the residue of \(s^{-n}\,d\varepsilon/ds\) at \(s=0\). Because \(s=t+\dots\) is invertible near the origin, the residue may be taken in \(t\). Convergence is not needed: the coefficient depends on finitely many \(B_j\), so \(B\) may be cut to a polynomial. Writing \([t^n]\) for "coefficient of \(t^n\)",

\[
n\,\varepsilon_{2n}=[t^{n-1}]\,B^{6n}\frac{d\varepsilon}{dt}
=[t^{n-1}]\,B^{6n-3}B'
=\frac{[t^{n-1}]\,(B^{6n-2})'}{6n-2}.
\]

Differentiation brings down a factor \(n\) from \(t^n\), which cancels the \(n\) on the left:

\[
\boxed{\ \varepsilon_{2n}=\frac{[t^n]\,B(t)^{6n-2}}{6n-2}\ }
\]

For \(n=0\) the formula also gives the correct \(-\tfrac12\).

The power \(P=B^p\) need not be found by repeated multiplication. It obeys \(P'B=pPB'\). Comparing coefficients of \(t^{i-1}\), with \(B_0=P_0=1\),

\[
P_i=\frac1i\sum_{k=1}^{i}\left[k(p+1)-i\right]B_kP_{i-k}.
\]

Every operation from \(b_0=\tfrac12\) to \(\varepsilon_{2n}\) is an addition, a multiplication or a division by a nonzero integer. All coefficients are therefore rational.

From the table, \(B_1=2(-18)/16=-9/4\) and \(B_2=2(-10026)/256=-5013/64\). Two further rows, with each earlier row extended by two entries, give \(b_6=-14648676\) and \(B_3=-3662169/512\). Expanding the powers \(B^4\), \(B^{10}\) and \(B^{16}\),

\[
\varepsilon_2=B_1=-\frac94,
\]
\[
\varepsilon_4=B_2+\frac92B_1^2=\frac{-5013+1458}{64}=-\frac{3555}{64},
\]
\[
\varepsilon_6=B_3+15B_1B_2+35B_1^3
=\frac{-3662169+1353510-204120}{512}=-\frac{2512779}{512}.
\]

The same steps continue with

\[
\varepsilon_8=-\frac{13012777803}{16384},\qquad
\varepsilon_{10}=-\frac{25497693122265}{131072}.
\]

The numerical check confirms the coefficients through \(F^{20}\), as equal fractions, by perturbation theory in spherical coordinates, which uses neither the separation nor the moments.

The first coefficient has a direct physical meaning. Comparing \(\varepsilon_2\phi^2e^2/a_0=-\tfrac94a_0^3F^2\) with \(-\tfrac12\alpha F^2\) gives the polarizability \(\alpha=\tfrac92a_0^3\), or 0.667 Å\(^3\) for a nucleus at rest. The finite proton mass \(M\) multiplies this by \((1+m/M)^3\) and gives 0.668 Å\(^3\).

## Why forty orders are worse than six

Return to \(\phi=0.03\), a field of about \(1.54\times10^{10}\) V/m. The first terms, in units of \(e^2/a_0\), are

\[
-2.25\,(0.03)^2=-2.025\times10^{-3},
\]
\[
-55.547\,(0.03)^4=-4.499\times10^{-5},
\]
\[
-4907.8\,(0.03)^6=-3.578\times10^{-6}.
\]

They shrink quickly at first, but the ratio of successive coefficients keeps increasing through all computed orders. The ratio \(\varepsilon_{2n}/\varepsilon_{2n-2}\), divided by \(2n(2n-1)\), is 2.721, 2.343 and 2.269 for \(n=5\), 10 and 20. These numbers suggest a limit of \(9/4\) and hence factorial growth. That is a conjecture from the computed orders, not something the recurrence has proved here.

It does account for the opening observation. If successive terms have the ratio \(\tfrac94(2n)^2\phi^2\), they stop shrinking near

\[
2n\approx\frac{2}{3\phi}=\frac{2}{0.09}\approx22 .
\]

The smallest computed term is indeed the one in \(F^{22}\), of size \(3.8\times10^{-9}\). Beyond it the terms grow, and the term in \(F^{40}\) has reached \(1.8\times10^{-6}\). All computed coefficients are negative, so the growing terms do not cancel one another. By the same estimate a weaker field postpones the turning point, and a stronger one brings it forward until few terms are useful.

The reference position comes from a separate calculation. The coordinate \(y\) is rotated into the complex plane, which makes the outgoing wave decay, and the matching condition is solved for a complex energy. Its real part is the position and \(-2\,\mathrm{Im}\,E\) the width:

| Quantity | Value (\(e^2/a_0\)) |
|---|---:|
| Sum through \(F^2\) | −0.502025000 |
| Sum through \(F^6\) | −0.502073571 |
| Sum through \(F^{22}\) | −0.502074276 |
| Sum through \(F^{40}\) | −0.502076979 |
| Resonance position | −0.502074273 |
| Resonance width | \(2.2\times10^{-8}\) |

The quadratic law misses 2.4% of the shift. The sum stopped at its smallest term differs from the position by \(3.7\times10^{-9}\,e^2/a_0\), about the size of that term and below the width. It is not the closest partial sum: stopping one term earlier, at \(F^{20}\), misses by only \(1.2\times10^{-10}\,e^2/a_0\). The smallest term sets the scale of the uncertainty, not the best stopping point. The shift is \(-0.002074\,e^2/a_0\), or \(-56.4\) meV, within the fixed-nucleus, nonrelativistic model.

The width marks a limit of the partial sums. Every term of the series is real for a real field, so no partial sum can produce an imaginary part. A partial sum describes the position of the level at weak field, to an accuracy set by where the series is stopped. The width in the table did not come from truncating the series; it came from the rotated equation.

## Table of computed values

```
M_k at order g^0, k=0..5: 1, 1, 2, 6, 24, 120
M_k at order g^1, k=0..4: 0, -8, -36, -180, -1056
M_k at order g^2, k=0..3: 0, 180, 1068, 6828
M_k at order g^3, k=0..2: 0, -5696, -40104
b_0..b_6: 1/2, 2, -18, 356, -10026, 353004, -14648676
B_0..B_3: 1, -9/4, -5013/64, -3662169/512
eps_0 = -1/2 = -0.5 (e^2/a0)
eps_2 = -9/4 = -2.25 (e^2/a0)
eps_4 = -3555/64 = -55.546875 (e^2/a0)
eps_6 = -2512779/512 = -4907.7715 (e^2/a0)
eps_8 = -13012777803/16384 = -794236.93 (e^2/a0)
eps_10 = -25497693122265/131072 = -1.9453196e+08 (e^2/a0)
eps_12 = -138963659571727791/2097152 = -6.6263037e+10 (e^2/a0)
eps_20 = -1.121058e+22, eps_40 = -1.478207e+55
spherical check: exact agreement through F^20
eps_10/eps_8/(2n(2n-1)), n=5: 2.7214
eps_20/eps_18/(2n(2n-1)), n=10: 2.3431
eps_40/eps_38/(2n(2n-1)), n=20: 2.2689
finite-g test g=0.05: b=0.57509406, M_2=1.200950, db/dg=1.200950
largest relative hypervirial residual: 1.1e-15
polarizability = 9/2 a0^3 = 0.66683 cubic angstrom
example field = 0.03 e/a0^2 = 1.5427e+10 V/m
through F^2: term -2.025e-03, sum -0.5020250000 e^2/a0
through F^4: term -4.499e-05, sum -0.5020699930 e^2/a0
through F^6: term -3.578e-06, sum -0.5020735707 e^2/a0
through F^8: term -5.211e-07, sum -0.5020740918 e^2/a0
through F^10: term -1.149e-07, sum -0.5020742067 e^2/a0
through F^12: term -3.521e-08, sum -0.5020742419 e^2/a0
through F^16: term -7.467e-09, sum -0.5020742637 e^2/a0
through F^22: term -3.776e-09, sum -0.5020742763 e^2/a0
through F^40: term -1.797e-06, sum -0.5020769786 e^2/a0
smallest term at F^22: 3.78e-09 e^2/a0
resonance position = -0.5020742726 e^2/a0
resonance width -2 Im E = 2.24e-08 e^2/a0
change with rotation angle: 5.0e-14 e^2/a0
best sum minus position = -3.65e-09 e^2/a0
shift of 1s = -0.00207428 e^2/a0 = -56.4439 meV
```
